# Fluidicity and the Two-Phase Entropy Option for Atomic Liquids

## A gas seen as a set of oscillators

Consider atoms of mass $m$ at temperature $T$ whose velocities forget their past at a single rate $\alpha$:

$$\langle \mathbf v(0)\cdot\mathbf v(t)\rangle=\frac{3kT}{m}e^{-\alpha t}.$$

The velocity density of states per atom is

$$g(\omega)=\frac{2m}{\pi kT}\int_0^\infty\langle \mathbf v(0)\cdot\mathbf v(t)\rangle\cos\omega t\,dt .\tag{1}$$

Since $\int_0^\infty e^{-\alpha t}\cos\omega t\,dt=\alpha/(\alpha^2+\omega^2)$, this gives

$$g(\omega)=\frac{6}{\pi}\frac{\alpha}{\alpha^2+\omega^2},\qquad \int_0^\infty g\,d\omega=3 .$$

Suppose each mode is treated as a classical oscillator, with entropy $1-\ln(\hbar\omega/kT)$. All entropies here are in units of $k$, per atom unless a mode is named. With $\omega=\alpha\tan\theta$,

$$\int_0^\infty g\left(1-\ln\frac{\hbar\omega}{kT}\right)d\omega
=\frac6\pi\int_0^{\pi/2}\left(1-\ln\frac{\hbar\alpha}{kT}-\ln\tan\theta\right)d\theta .$$

The last term integrates to zero, because $\ln\tan\theta$ changes sign under $\theta\to\pi/2-\theta$. The result is $3[1-\ln(\hbar\alpha/kT)]$. It diverges as collisions become rare and $\alpha\to0$, although an ideal gas at fixed density has a finite entropy. An oscillator of vanishing frequency explores an unlimited region; in a gas of identical atoms the entropy per atom counts only the volume $1/\rho$ per atom, with $\rho$ the number density.

The two-phase entropy option removes this fault. It assigns part of the spectrum to a hard-sphere gas and leaves the rest as oscillators. The gas weight $f$, the fluidicity, is computed from $g(0)$. The form below applies to a one-component atomic fluid with classical nuclear trajectories. The forces may come from electronic structure; any electronic entropy must be added separately.

## What zero frequency measures

The diffusivity is $D=\frac13\int_0^\infty\langle\mathbf v(0)\cdot\mathbf v(t)\rangle dt$. Setting $\omega=0$ in (1) therefore gives

$$g(0)=\frac{6mD}{\pi kT},\qquad D=\frac{\pi kT\,g(0)}{6m}.\tag{2}$$

To turn $D$ into a gas fraction, the method needs the diffusivity of hard spheres of diameter $\sigma$ at number density $\rho$.

Let sphere 1 meet sphere 2, with unit vector $\mathbf n$ from 1 to 2 and approach speed $w=(\mathbf v_1-\mathbf v_2)\cdot\mathbf n>0$. Equal masses exchange their velocity components along $\mathbf n$, so $\Delta\mathbf v_1=-w\mathbf n$. In a dilute gas the collision rate per solid angle is $\rho\sigma^2w$. Hence

$$\left.\frac{d}{dt}\langle\mathbf v_1(0)\cdot\mathbf v_1(t)\rangle\right|_{0^+}
=-\rho\sigma^2\int d\mathbf n\,\langle w^2(\mathbf v_1\cdot\mathbf n)\rangle_{w>0},$$

where the average includes zero for receding pairs. Now $\mathbf v_1\cdot\mathbf n$ is half the sum of $w$ and $(\mathbf v_1+\mathbf v_2)\cdot\mathbf n$. The latter has zero mean and is independent of $w$, so $\mathbf v_1\cdot\mathbf n$ may be replaced by $w/2$. The Gaussian variable $w$ has variance $s^2=2kT/m$, and

$$\langle w^3\rangle_{w>0}=\frac{1}{\sqrt{2\pi}\,s}\int_0^\infty w^3e^{-w^2/2s^2}dw=\frac{2s^3}{\sqrt{2\pi}}.$$

The angular integral gives $4\pi$. The derivative is thus $-8\sqrt\pi\,\rho\sigma^2(kT/m)^{3/2}$. Division by the initial value $3kT/m$ gives the decay rate

$$\alpha_0=\frac83\rho\sigma^2\sqrt{\frac{\pi kT}{m}} .$$

The model takes the whole decay to be exponential at this initial rate. Then $D=kT/(m\alpha)$, and

$$D_0(\rho,\sigma)=\frac{3}{8\rho\sigma^2}\sqrt{\frac{kT}{\pi m}}.\tag{3}$$

At finite density, Enskog theory multiplies the collision rate by the pair distribution at contact, $g_c$, and so divides $D_0$ by $g_c$. It neglects correlations between successive collisions, so for dense spheres this diffusivity is an approximation. For packing $x$, the pressure ratio $z=P/(\rho kT)$ of hard spheres obeys $z=1+4xg_c$. The Carnahan-Starling equation of state gives

$$z(x)=\frac{1+x+x^2-x^3}{(1-x)^3},\qquad
z-1=\frac{4x-2x^2}{(1-x)^3},\qquad
g_c(x)=\frac{2-x}{2(1-x)^3}.\tag{4}$$

## The fluidicity equation

The diameter $\sigma$ is unknown, so $f$ and $\sigma$ require two conditions:

1. The fluidicity is defined as $f=D/D_0(\rho,\sigma)$. This is an ansatz: free diffusion gives one and no diffusion gives zero.
2. The gas contains a fraction $f$ of the atoms, in the full volume, and carries all the diffusion: $D=fD_{HS}(f\rho,\sigma)$.

Let $y=\pi\rho\sigma^3/6$ be the packing if all atoms were spheres, and $x=fy$ that of the gas. Since $D_0\propto1/\rho$,

$$D=f\frac{D_0(f\rho,\sigma)}{g_c(x)}=\frac{D_0(\rho,\sigma)}{g_c(x)} .$$

The first condition then gives

$$f=\frac1{g_c(x)}=\frac{2(1-x)^3}{2-x}.\tag{5}$$

Next insert $\sigma^2=(6y/\pi\rho)^{2/3}$ into $f=D/D_0$:

$$f=\Delta y^{2/3},\qquad
\Delta=\frac83D\rho^{1/3}\left(\frac6\pi\right)^{2/3}\sqrt{\frac{\pi m}{kT}}.\tag{6}$$

With $y=x/f$ this becomes $f^{5/3}=\Delta x^{2/3}$, or

$$\ln\Delta=\frac53\ln f(x)-\frac23\ln x.\tag{7}$$

From (5), $d\ln f/dx=-3/(1-x)+1/(2-x)$, which is negative for $0<x<1$ because $2-x>1-x$. The term $-\frac23\ln x$ also falls. The right side of (7) therefore decreases steadily from $+\infty$ to $-\infty$, and each positive $\Delta$ has one solution.

A safe implementation brackets this root. Writing $x=1/(1+e^{-t})$ and $1-x=1/(1+e^t)$ keeps precision at both ends; bisection or Brent's method in $t$ then suffices. Eliminating $x=f^{5/2}\Delta^{-3/2}$ from $2(1-x)^3=f(2-x)$ gives the polynomial below. Its single root with $0<f<1$ is the fluidicity; at large $\Delta$ it also has positive roots above one, which must be discarded:

$$2\Delta^{-9/2}f^{15/2}-6\Delta^{-3}f^5-\Delta^{-3/2}f^{7/2}
+6\Delta^{-3/2}f^{5/2}+2f-2=0 .$$

## Splitting the spectrum

The gas atoms have decay rate $\alpha=kT/[mD_{HS}(f\rho,\sigma)]=fkT/(mD)$. Their spectrum is

$$g_{gas}(\omega)=\frac{g(0)}{1+(\omega/\alpha)^2},\qquad g_{sol}=g-g_{gas}.\tag{8}$$

Its integral is $g(0)\alpha\pi/2=3f$, leaving $3(1-f)$ modes in $g_{sol}$, with $g_{sol}(0)=0$.

The remainder need not be positive. For smooth forces, $\int\omega^2g\,d\omega$ is proportional to the mean squared force and is finite. The gas tail falls as $\omega^{-2}$, so its second moment diverges. Hence $g$ must drop below $g_{gas}$ somewhere at high frequency. A small negative tail belongs to the model, and clipping it would break the mode count.

## The two entropies

For an oscillator with $u=\hbar\omega/kT$, the level populations are $(1-e^{-u})e^{-nu}$. Their entropy is

$$W(u)=\frac{u}{e^u-1}-\ln(1-e^{-u})=1-\ln u+\frac{u^2}{24}+\cdots.\tag{9}$$

The first two terms of the expansion are the classical weight.

For the gas at fixed volume and temperature, the excess free energy divided by $kT$ is $\int_0^x(z-1)dx'/x'$. Hard spheres have no potential energy at allowed positions, so the excess entropy is its negative. Using $4-2x'=2(1-x')+2$,

$$s_{ex}=-\int_0^x\left[\frac2{(1-x')^2}+\frac2{(1-x')^3}\right]dx'
=-\frac{x(4-3x)}{(1-x)^2}.\tag{10}$$

With $\Lambda=\hbar\sqrt{2\pi/(mkT)}$, the total is

$$S=\int_0^\infty g_{sol}W\,d\omega+
f\left[\frac52-\ln(f\rho\Lambda^3)+s_{ex}(x)\right].\tag{11}$$

No $\ln z$ belongs in this bracket. An ideal gas at the same pressure as the spheres has its volume reduced by $z$ and its entropy reduced by $\ln z$. A comparison at equal pressure therefore adds $\ln z$ to $s_{ex}$; the comparison here is at equal volume.

With classical weights, (11) can be simplified. The first section gives the oscillator entropy of the Lorentzian as $3f[1-\ln(\hbar\alpha/kT)]$. Subtracting it from the gas entropy leaves

$$S=\int_0^\infty g\left(1-\ln\frac{\hbar\omega}{kT}\right)d\omega+C,$$

$$C=f\left[-\frac12+\ln\frac{(\hbar\alpha/kT)^3}{f\rho\Lambda^3}+s_{ex}(x)\right].$$

From (6), $\alpha=(8f/3\Delta)\rho^{1/3}(6/\pi)^{2/3}\sqrt{\pi kT/m}$. Cubing this cancels $\rho$, $T$, $m$ and $\hbar$ from the logarithm:

$$C(\Delta)=f\left[-\frac12+\ln\frac{512\sqrt2\,f^2}{3\pi^2\Delta^3}+s_{ex}(x)\right].\tag{12}$$

In this classical form, the method adds a function of $\Delta$ alone to the harmonic entropy of the full spectrum. Solving (7) numerically gives:

| $\Delta$ | $f$ | $x$ | $C$ |
|---|---:|---:|---:|
| 0.001 | 0.014 | 0.794 | −0.222 |
| 0.01 | 0.054 | 0.671 | −0.087 |
| 0.1 | 0.187 | 0.478 | 0.327 |
| 1 | 0.541 | 0.215 | 0.160 |
| 10 | 0.935 | 0.027 | −4.165 |

## Solid and gas limits

As $\Delta\to0$, $x\to1$ and $f\to\Delta^{3/5}$. Equation (5) gives $1-x\simeq(f/2)^{1/3}$, so $s_{ex}\simeq-(f/2)^{-2/3}$. The logarithmic part of $C$ is smaller, of order $\Delta^{3/5}|\ln\Delta|$, and

$$C\simeq-2^{2/3}\Delta^{1/5}.\tag{13}$$

The harmonic solid is recovered, but slowly. At $\Delta=0.001$ this leading law gives −0.40, while the full value is −0.22, so the asymptotic region has not been reached. The packing 0.794 also exceeds the densest packing of equal spheres, $\pi/\sqrt{18}\approx0.74$: the gas is then an extrapolation of the equation of state, not a possible fluid. For a crystal with no resolved diffusion, set $f=0$. A spurious $g(0)$ corresponding to $\Delta=0.001$ would otherwise change the entropy by −0.22 relative to the harmonic value for that spectrum.

As $\Delta\to\infty$, $x\to\Delta^{-3/2}$, and expansion of (5) gives $f\simeq1-5x/2=1-\frac52\Delta^{-3/2}$. The gas entropy then tends to the ideal value.

The approach to this limit is imperfect even for hard spheres. Take a fluid of true packing $\eta$ with the exponential Enskog correlation. At small $\eta$, $x\simeq\eta$ and $1-f\simeq5\eta/2$. Its full decay rate $\alpha_t$ is proportional to $\eta$, and $\alpha=f\alpha_t$. The remainder therefore contributes

$$3(1-f)\left(1-\ln\frac{\hbar\alpha_t}{kT}\right)+3f\ln f ,$$

whose leading logarithm is $-\frac{15}2\eta\ln\eta$. Removing a fraction $1-f$ of the ideal gas contributes $+\frac52\eta\ln\eta$. The model's excess entropy thus starts as $-5\eta\ln\eta$, which is positive, whereas (10) starts as $-4\eta$. Both vanish, but the first density correction is wrong.

Evaluating the model for this spectrum and comparing it with (10) at the true packing gives:

| $\eta$ | model excess | equation of state |
|---|---:|---:|
| 0.0001 | 0.0030 | −0.0004 |
| 0.1 | −0.44 | −0.46 |
| 0.3 | −2.79 | −1.90 |
| 0.45 | −5.23 | −3.94 |

The near agreement at $\eta=0.1$ is accidental: the error is positive there and at lower packing, negative at 0.3, and passes through zero between. Thus the method does not return the entropy of its own reference fluid: closure (5) gives $f<1$ and turns the remaining hard-sphere motion into oscillators.

## A simulated dense fluid

The example has 108 atoms with pair energy $\varepsilon(\sigma_0/r)^{12}$ in a periodic cube. Units are $\sigma_0$ for length, $\varepsilon$ for energy and $m$ for mass, with $\hbar=0.05$ in these units. The density is 0.8. After equilibration with velocity rescaling, 7000 velocity-Verlet steps of length 0.004 at constant energy had mean $kT=1.034$. The velocity correlation, scaled to the correct initial value and integrated to time 1.5, gave $g(0)=0.1960$. Then

$$D=\frac{\pi(1.034)(0.1960)}6=0.106,$$

$$\Delta=\frac83(0.1061)(0.8)^{1/3}\left(\frac6\pi\right)^{2/3}
\sqrt{\frac\pi{1.034}}=0.705.$$

The root of (7) is $x=0.257$, so

$$f=\frac{2(0.743)^3}{1.743}=0.471,\qquad
\alpha=\frac{0.471\times1.034}{0.1061}=4.59.$$

The gas holds $3f=1.41$ modes and the remainder 1.59. At $\omega=10$, $g=0.149$ splits into 0.034 gas and 0.115 solid. At $\omega=40$, $g_{sol}$ has turned negative (−0.0001), as the tail argument requires at some high frequency; its lowest value on the grid is −0.0014.

The ideal-gas entropy at the full density is 9.0035. The lower gas density adds $-\ln f=0.7535$, and (10) gives $s_{ex}=-1.503$. The gas part is therefore $0.4707(9.0035+0.7535-1.503)=3.885$. Numerical integration of the remainder with classical weight gives 2.876. The total is 6.761, and the excess over the ideal gas is −2.242.

A reference follows from thermodynamic integration. For this pair energy $\phi(r)$, $r\,d\phi/dr=-12\phi$, so the virial theorem gives $z=1+4U/(NkT)$, where $U$ is the mean potential energy. Rescaling lengths shows that the excess properties depend only on $\Gamma=\rho\sigma_0^3(\varepsilon/kT)^{1/4}$. The excess free energy per atom divided by $kT$ is $\int_0^\Gamma(z-1)d\Gamma'/\Gamma'$. Runs at densities 0.2, 0.4, 0.6 and 0.8, with the second virial coefficient fixing the integrand at zero, were joined by a quartic polynomial. The integral is 4.065 and $U/(NkT)=1.811$, so the reference excess entropy is $1.811-4.065=-2.254$.

The two-phase value is higher by 0.012. Half the difference between the two halves of the run is 0.026 for the model and 0.009 for the reference, so this discrepancy is not resolved. Adding $f\ln z(x)=0.545$, with $z(x)$ the hard-sphere ratio (4) at the gas packing $x=0.257$, would raise the discrepancy to 0.557. The close result concerns one state of one fluid; the hard-sphere table, although it assumes an exponential velocity correlation, warns against taking it as a general accuracy. Nor does the reference remove the finite size of the cell, and the digits above belong to this one run. Another 108-atom start at the same state gives $D=0.116$, $f=0.49$ and an excess of −2.26. A cell of 500 atoms with the same window gives $D=0.121$, $f=0.50$ and an excess of −2.21, about 0.05 above the reference. The agreement is therefore established only to about 0.05.

## Why the quantum weight lowers this entropy

For each positive oscillator mode, (9) has a positive leading quantum correction. Yet using $W$ in (11) gives 6.710, which is 0.051 below the classical-weight result. In molar units the quantum-weight entropy is 55.8 J/(mol K).

The cause is the subtracted Lorentzian. For $\hbar\alpha\ll kT$, its quantum correction comes mainly from its tail $g(0)\alpha^2/\omega^2$ and is

$$\frac{\hbar g(0)\alpha^2}{kT}K,\qquad
K=\int_0^\infty\frac{W(u)-1+\ln u}{u^2}du .$$

Let $n=1/(e^u-1)$. Differentiating (9) gives $W'=u\,dn/du$. Integration by parts, with vanishing boundary terms, yields

$$K=\int_0^\infty\left(\frac{dn}{du}+\frac1{u^2}\right)du
=\left[n-\frac1u\right]_0^\infty=\frac12 ,$$

because $n-1/u\to-1/2$ at small $u$. The subtraction therefore lowers the entropy by about

$$\frac{0.05\times0.1960\times(4.59)^2}{2\times1.034}=0.10 .$$

The correction of the full spectrum, about +0.05, offsets half of this. To leading order, the negative term is linear in $\hbar$ and comes from the artificial gas tail. A way to avoid it is to compute (11) with classical weights and add $\int g(W-1+\ln u)d\omega$ over the full spectrum. This remains a harmonic estimate of the quantum correction: it ignores the change of the force constants with temperature, whose effect can be comparable with the correction itself in a strongly anharmonic fluid.

## Choosing the settings

**Correlation window.** It must cover the full decay of the velocity correlation and resolve the gas width. A length of several times $1/\alpha$ is a minimum, not a guarantee: in a slowly diffusing liquid the vibrations can outlast the gas decay, and cutting them off spoils $g(0)$. Here $\alpha t=4.59\times1.5\approx7$. This is not yet fully converged: doubling the window to 3 raises $D$ by 4 to 5 percent and lowers the excess entropy by 0.01 to 0.02. Lengthen it until $D$ is steady within its noise. The slope of the mean-square displacement, divided by six, is also 0.106 between times 1 and 2, but that slope is the running integral of the same velocity correlation averaged over those times. It checks the bookkeeping, not the length of the window.

**Sampling interval.** An interval $\delta t$ represents frequencies up to $\pi/\delta t$, which must lie above the vibrational spectrum. Include the gas tail beyond the last grid point, or $g_{sol}$ will have the wrong mode count.

**Normalization.** Require $\int g\,d\omega=3$ per atom. With the total momentum fixed at zero, compute temperature from $3(N-1)$ degrees of freedom and scale the initial velocity correlation to $3kT/m$.

**Entropy weight.** Use classical weights with the classical simulation energy when forming $F=E-kTS$, with $S$ in units of $k$. A quantum correction to the entropy needs the matching correction to the energy.

**Phase differences.** An entropy error $\delta S$ shifts the free energy by $-kT\delta S$. Errors in a solid and a liquid need not cancel, since $C$ acts on the diffusing phase. Where a small free-energy difference decides the stable phase, obtain the liquid entropy at one state by thermodynamic integration, and reach other states by integrating the simulated energy or pressure from there. Do not carry the model's error over as a constant offset: in the hard-sphere table it changes from −0.89 at packing 0.3 to −1.29 at 0.45.
